# The Lorentz Oscillator: Anomalous Dispersion and the Threshold for Negative Permittivity: verification in Python

```python
"""
Lorentz oscillator dielectric function (relative, time factor exp(-i w t)):
    eps(w) = eps_b + wp^2 / (w0^2 - w^2 - i g w),   wp^2 = N e^2 / (eps0 m)
Results under test:
    eps1 = Re eps falls with w exactly for w0(w0-g) < w^2 < w0(w0+g)
    eps1 becomes negative somewhere iff wp^2 > eps_b g (2 w0 + g)
Symbols: w0 resonance, g damping rate, wp plasma frequency, N density of
electrons, eps_b constant background. Frequencies are stored as hbar*w in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

E_CHARGE, MASS, EPS0 = const.e, const.m_e, const.epsilon_0
HBAR_EV = const.hbar / const.e          # eV s

w0, g, eps_b = 4.0, 0.5, 2.0            # eV, eV, dimensionless
N_low, N_high = 4.0e27, 1.0e28          # m^-3


def plasma_sq(density):
    """Square of hbar*wp in eV^2."""
    return density * E_CHARGE**2 / (EPS0 * MASS) * HBAR_EV**2


def eps(w, density, damping=g):
    return eps_b + plasma_sq(density) / (w0**2 - w**2 - 1j * damping * w)


def chi_from_motion(w, density, local_factor=0.0):
    """Susceptibility from time integration of the driven electron in SI.

    Time is measured in 1/w0; the driving field is E + local_factor*P/eps0.
    """
    field = 1.0                                         # V/m
    ratio, damp = w / w0, g / w0
    push = E_CHARGE / (MASS * (w0 / HBAR_EV)**2)        # m per (V/m)

    def motion(t, y):
        polarization = -E_CHARGE * density * y[0]
        drive = field * np.cos(ratio * t) + local_factor * polarization / EPS0
        return [y[1], -damp * y[1] - y[0] - push * drive]

    period = 2 * np.pi / ratio
    start = 450.0                                       # transient has died out
    times = start + np.arange(640) * period / 64        # ten whole periods
    sol = solve_ivp(motion, (0, times[-1]), [0.0, 0.0], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-12 * push * field)
    response = -E_CHARGE * density * sol.y[0] / (EPS0 * field)
    return 2 * np.mean(response * np.exp(1j * ratio * times))


def search_extremum(func, sign, low=0.5, high=15.0):
    """Position of the maximum (sign=+1) or minimum (sign=-1) of func."""
    grid = np.linspace(low, high, 4001)
    k = int(np.argmax(sign * func(grid)))
    assert 0 < k < len(grid) - 1
    return minimize_scalar(lambda w: -sign * func(w), method="bounded",
                           bounds=(grid[k - 1], grid[k + 1]),
                           options={"xatol": 1e-9}).x


# --- dielectric function against the time-dependent motion
motion_error = 0.0
for w in (2.5, 4.0, 4.6):
    chi = chi_from_motion(w, N_high)
    motion_error = max(motion_error, abs(chi - (eps(w, N_high) - eps_b)))
assert motion_error < 1e-6

# --- local field P/(3 eps0) only shifts the resonance (background of one)
w0_shifted = np.sqrt(w0**2 - plasma_sq(N_high) / 3)
local_error = 0.0
for w in (2.5, 3.4, 4.6):
    chi = chi_from_motion(w, N_high, 1 / 3)
    shifted = plasma_sq(N_high) / (w0_shifted**2 - w**2 - 1j * g * w)
    local_error = max(local_error, abs(chi - shifted))
assert local_error < 1e-6

# --- edges of the falling region of eps1 and the values there
w_minus, w_plus = np.sqrt(w0 * (w0 - g)), np.sqrt(w0 * (w0 + g))
for density in (N_low, N_high):
    def eps1(w, density=density):
        return eps(w, density).real
    found_max, found_min = search_extremum(eps1, 1), search_extremum(eps1, -1)
    assert abs(found_max - w_minus) < 1e-5
    assert abs(found_min - w_plus) < 1e-5
    strength = plasma_sq(density)
    assert abs(eps1(found_max) - eps_b - strength / (g * (2 * w0 - g))) < 1e-8
    assert abs(eps1(found_min) - eps_b + strength / (g * (2 * w0 + g))) < 1e-8
width = w_plus - w_minus
width_series = g * (1 + g**2 / (8 * w0**2))
assert abs(width - width_series) < 1e-4 * g

# --- sign of the slope for weak, strong and very strong damping
grid = np.linspace(0.2, 20.0, 4001)
middle, step = (grid[1:] + grid[:-1]) / 2, grid[1] - grid[0]
for damping in (0.3, 2.0, 3.6, 4.0, 10.0):
    low_edge = np.sqrt(max(0.0, w0 * (w0 - damping)))
    high_edge = np.sqrt(w0 * (w0 + damping))
    falls = np.diff(eps(grid, N_high, damping).real) < 0
    expected = (middle > low_edge) & (middle < high_edge)
    clear = (abs(middle - low_edge) > step) & (abs(middle - high_edge) > step)
    assert np.array_equal(falls[clear], expected[clear])


# --- critical density from the searched minimum of eps1
def lowest_eps1(density, damping):
    def real_part(w):
        return eps(w, density, damping).real
    return real_part(search_extremum(real_part, -1))


for damping in (0.1, g, 2.0, 6.0):
    N_found = brentq(lowest_eps1, 1e25, 1e30, args=(damping,), rtol=1e-12)
    N_formula = (eps_b * EPS0 * MASS * damping * (2 * w0 + damping)
                 / (E_CHARGE * HBAR_EV)**2)
    assert abs(N_found / N_formula - 1) < 1e-7
    upper_zero = np.sqrt(w0**2 + plasma_sq(N_found) / eps_b)
    assert abs(upper_zero - (w0 + damping)) < 1e-6
    if damping == g:
        N_critical = N_found
assert lowest_eps1(N_low, g) > 0 > lowest_eps1(N_high, g)

# --- window of negative eps1: bracketed zeros against the quadratic
zero_low = brentq(lambda w: eps(w, N_high).real, w0, w_plus, xtol=1e-12)
zero_high = brentq(lambda w: eps(w, N_high).real, w_plus, 15.0, xtol=1e-12)
S = plasma_sq(N_high) / eps_b
root = np.sqrt((S - g**2)**2 - 4 * g**2 * w0**2)
assert abs(zero_low - np.sqrt(w0**2 + (S - g**2 - root) / 2)) < 1e-9
assert abs(zero_high - np.sqrt(w0**2 + (S - g**2 + root) / 2)) < 1e-9
w_L = np.sqrt(w0**2 + S)
tiny = 1e-4                              # nearly undamped oscillator, eV
edge_low = brentq(lambda w: eps(w, N_high, tiny).real,
                  w0, np.sqrt(w0 * (w0 + tiny)), xtol=1e-13)
edge_high = brentq(lambda w: eps(w, N_high, tiny).real,
                   np.sqrt(w0 * (w0 + tiny)), 15.0, xtol=1e-13)
assert abs(edge_low - w0) < 1e-6 and abs(edge_high - w_L) < 1e-6


# --- falling region of the refractive index n = Re sqrt(eps)
def index_edges(density):
    def index(w):
        return np.sqrt(eps(w, density)).real
    return search_extremum(index, 1), search_extremum(index, -1)


n_weak, n_low, n_high = (index_edges(N) for N in (1e24, N_low, N_high))
assert abs(n_weak[0] - w_minus) < 2e-3 and abs(n_weak[1] - w_plus) < 2e-3
assert n_high[1] - w_plus > 0.1

print(f"hbar*w0 = {w0:.3f} eV, hbar*gamma = {g:.3f} eV, eps_b = {eps_b:.2f}")
print(f"max error of chi, motion vs formula: {motion_error:.1e}")
print(f"max error of chi with local field:   {local_error:.1e}")
print(f"shifted resonance (eps_b=1, high N): {w0_shifted:.4f} eV")
print(f"maximum of eps1 at hbar*w_minus = {w_minus:.4f} eV")
print(f"minimum of eps1 at hbar*w_plus  = {w_plus:.4f} eV")
print(f"width of falling region         = {width:.5f} eV")
print(f"width from small-damping series = {width_series:.5f} eV")
print(f"critical density                = {N_critical:.4e} m^-3")
print(f"critical (hbar*wp)^2            = {plasma_sq(N_critical):.4f} eV^2")
print(f"critical hbar*wp                = {plasma_sq(N_critical)**0.5:.4f} eV")
print(f"critical static contribution    = {plasma_sq(N_critical)/w0**2:.5f}")
for name, density, edges in (("low", N_low, n_low), ("high", N_high, n_high)):
    print(f"{name} density N = {density:.2e} m^-3")
    print(f"  (hbar*wp)^2 = {plasma_sq(density):.4f} eV^2")
    print(f"  hbar*wp = {plasma_sq(density)**0.5:.4f} eV")
    print(f"  hbar*w_L = {np.sqrt(w0**2 + plasma_sq(density)/eps_b):.4f} eV")
    for label, w in (("0", 0.0), ("w_minus", w_minus), ("w0", w0),
                     ("w_plus", w_plus)):
        value = eps(w, density)
        print(f"  at {label}: eps1 = {value.real:.4f}, eps2 = {value.imag:.4f}")
    print(f"  n falls from {edges[0]:.4f} to {edges[1]:.4f} eV")
print(f"w0 + gamma, to compare with w_L = {w0 + g:.4f} eV")
print(f"high N: eps1 < 0 from {zero_low:.4f} to {zero_high:.4f} eV")
print(f"high N: width of negative window = {zero_high - zero_low:.4f} eV")
print("success")
```

Printed output:

```
hbar*w0 = 4.000 eV, hbar*gamma = 0.500 eV, eps_b = 2.00
max error of chi, motion vs formula: 7.7e-10
max error of chi with local field:   7.4e-10
shifted resonance (eps_b=1, high N): 3.3770 eV
maximum of eps1 at hbar*w_minus = 3.7417 eV
minimum of eps1 at hbar*w_plus  = 4.2426 eV
width of falling region         = 0.50098 eV
width from small-damping series = 0.50098 eV
critical density                = 6.1646e+27 m^-3
critical (hbar*wp)^2            = 8.5000 eV^2
critical hbar*wp                = 2.9155 eV
critical static contribution    = 0.53125
low density N = 4.00e+27 m^-3
  (hbar*wp)^2 = 5.5154 eV^2
  hbar*wp = 2.3485 eV
  hbar*w_L = 4.3310 eV
  at 0: eps1 = 2.3447, eps2 = 0.0000
  at w_minus: eps1 = 3.4708, eps2 = 1.3758
  at w0: eps1 = 2.0000, eps2 = 2.7577
  at w_plus: eps1 = 0.7023, eps2 = 1.3765
  n falls from 3.7933 to 4.3706 eV
high density N = 1.00e+28 m^-3
  (hbar*wp)^2 = 13.7884 eV^2
  hbar*wp = 3.7133 eV
  hbar*w_L = 4.7848 eV
  at 0: eps1 = 2.8618, eps2 = 0.0000
  at w_minus: eps1 = 5.6769, eps2 = 3.4394
  at w0: eps1 = 2.0000, eps2 = 6.8942
  at w_plus: eps1 = -1.2443, eps2 = 3.4411
  n falls from 3.8173 to 4.6497 eV
w0 + gamma, to compare with w_L = 4.5000 eV
high N: eps1 < 0 from 4.0828 to 4.6877 eV
high N: width of negative window = 0.6049 eV
success
```
